# Exciton polariton reflectivity with Pekar's boundary condition and a dead layer

## Definitions and conventions

Light of photon energy \(E\) arrives from vacuum at normal incidence. A layer of thickness \(l\) without excitons, the dead layer, occupies \(-l<z<0\), and the crystal with excitons fills \(z>0\). Fields vary as \(e^{-i\omega t}\), with \(E=\hbar\omega\). I use the dimensionless depth \(\zeta=Ez/\hbar c\), so that a wave of refractive index \(n\) is \(e^{in\zeta}\), and a prime means \(d/d\zeta\).

\(F\) is the tangential electric field and \(p\) the exciton polarization divided by \(\varepsilon_0\). All other polarization is contained in a constant \(\varepsilon_b=n_b^2>1\), the same in layer and crystal. The transverse and longitudinal exciton energies are \(E_T\) and \(E_L\), \(D=E_L^2-E_T^2\), the exciton mass is \(M\) and the damping is \(\Gamma\).

The model has one isotropic exciton, treated as a point particle that responds linearly. Its energy at wave number \(k\) is \(E_T+\hbar^2k^2/2M\). The square of this energy is \(E_T^2+E_T\hbar^2k^2/M\) once the square of the small kinetic term is dropped. Since \(k=nE/\hbar c\), the second term equals \(\beta n^2\), with

\[
\beta=\frac{E^2E_T}{Mc^2}.
\]

Maxwell's equations and the driven exciton oscillator then read

\[
F''+\varepsilon_bF+p=0,\qquad
(E_T^2-E^2-iE\Gamma)p-\beta p''=\varepsilon_bD\,F. \tag{1}
\]

The example has \(E_T=2.550\) eV, \(E_L=2.552\) eV, \(M=0.9\) electron masses, \(\varepsilon_b=8\), \(\Gamma=0.05\) meV and \(l=15\) nm. At \(E_L\) this gives \(\beta=3.611\times10^{-5}\) eV² and \(D=0.010204\) eV².

## Simple case: infinite mass

For \(M\to\infty\), \(\beta=0\) and (1) gives a single wave. Without damping,

\[
n^2=\varepsilon_b\left(1+\frac{D}{E_T^2-E^2}\right)
=\varepsilon_b\frac{E_L^2-E^2}{E_T^2-E^2}.
\]

Between \(E_T\) and \(E_L\) this is negative, so \(n=i\kappa\) and \(r=(1-i\kappa)/(1+i\kappa)\). Numerator and denominator have equal modulus, hence \(R=|r|^2=1\). A transparent layer in front cannot change this, because no energy enters the crystal. The undamped local model therefore has no dip in the gap and no separate spike at \(E_L\).

## Finite mass: two waves

Put \(F,p\propto e^{in\zeta}\) in (1). The first equation gives \(p=(n^2-\varepsilon_b)F\). Inserting this in the second and dividing by \(\beta\),

\[
(n^2-\varepsilon_b)(n^2-w)=\frac{\varepsilon_bD}{\beta},\qquad
w=\frac{E^2+iE\Gamma-E_T^2}{\beta}. \tag{2}
\]

This is quadratic in \(n^2\). Its roots obey

\[
n_1^2+n_2^2=\varepsilon_b+w,\qquad
n_1^2n_2^2=\varepsilon_bw-\frac{\varepsilon_bD}{\beta}
=\frac{\varepsilon_b(E^2+iE\Gamma-E_L^2)}{\beta}. \tag{3}
\]

For \(\Gamma=0\) the discriminant \((\varepsilon_b-w)^2+4\varepsilon_bD/\beta\) is positive, so both \(n^2\) are real. Below \(E_L\) their product is negative: one wave propagates and the other is evanescent. Above \(E_L\) the product and the sum are positive: two transverse waves propagate. Without damping, two propagating waves at one frequency thus occur only above \(E_L\).

In the example, 0.5 meV below \(E_L\), \(n_1=14.9\) and \(n_2=1.59i\). At 0.5 meV above, \(n_1=19.0\) and \(n_2=1.25\).

The sign of each \(n_j\) follows from decay into the crystal, \(\mathrm{Im}\,n_j>0\), with \(\Gamma\to0^+\) where needed. Solving (2) for \(w\) and differentiating gives \(dw/dn^2=1+\varepsilon_bD/[\beta(n^2-\varepsilon_b)^2]>0\). A small positive imaginary part of \(w\) therefore gives \(n^2\) one too, and the decaying root of a propagating wave has \(\mathrm{Re}\,n>0\).

## The additional boundary condition

Continuity of \(F\) and of the magnetic field gives two equations. There are three unknowns: \(r\) and the amplitudes \(F_1,F_2\). Pekar's condition supplies the third equation by requiring \(p=0\) at the inner face:

\[
(n_1^2-\varepsilon_b)F_1+(n_2^2-\varepsilon_b)F_2=0.
\]

It is a model assumption about the surface and does not follow from Maxwell's equations. The suitably scaled magnetic field is \(B=-iF'\), which is \(nF\) for each wave. The ratio \(n^*=B/F\) at the inner face is, with \(F_1\propto n_2^2-\varepsilon_b\) and \(F_2\propto-(n_1^2-\varepsilon_b)\),

\[
n^*=\frac{n_1(n_2^2-\varepsilon_b)-n_2(n_1^2-\varepsilon_b)}{n_2^2-n_1^2}
=\frac{(n_2-n_1)(n_1n_2+\varepsilon_b)}{(n_2-n_1)(n_2+n_1)}
=\frac{n_1n_2+\varepsilon_b}{n_1+n_2}. \tag{4}
\]

The crystal reflects as if it had the single index \(n^*\). Without a dead layer, \(r=(1-n^*)/(1+n^*)\). For \(M\to\infty\) inside the gap, \(n_1\to\infty\) and \(n^*\to n_2\), which is the local result.

At \(E_L\) without damping, \(n_2=0\) and (3) gives \(n_1^2=\varepsilon_b+D/\beta\), so \(n_1=17.05\). Then

\[
n_0\equiv n^*(E_L)=\frac{\varepsilon_b}{n_1}=\frac{8}{17.05}=0.469 .
\]

The bare crystal therefore has \(R=(0.531/1.469)^2=0.13\) there, far from total reflection.

## Where the energy goes

Take \(\Gamma=0\). From (1), \([\mathrm{Im}(F^*F')]'=-\mathrm{Im}(F^*p)\), and \(\beta[\mathrm{Im}(p^*p')]'=-\varepsilon_bD\,\mathrm{Im}(p^*F)=\varepsilon_bD\,\mathrm{Im}(F^*p)\). Hence

\[
S=\mathrm{Im}(F^*F')+\frac{\beta}{\varepsilon_bD}\mathrm{Im}(p^*p')
\]

does not depend on depth. The second term is the energy carried by moving excitons. It vanishes at the face, where \(p=0\). In vacuum, with unit incident amplitude, \(S=1-R\).

Cross terms between the two waves carry the factor \(1+\beta(n_1^2-\varepsilon_b)(n_2^2-\varepsilon_b)/(\varepsilon_bD)\). Setting \(n^2=\varepsilon_b\) in the factorized form of (2) shows that \((n_1^2-\varepsilon_b)(n_2^2-\varepsilon_b)=-\varepsilon_bD/\beta\), so this factor is zero and

\[
1-R=\sum_j\mathrm{Re}(n_j)|F_j|^2
\left[1+\frac{\beta(n_j^2-\varepsilon_b)^2}{\varepsilon_bD}\right].
\]

For the bare, undamped crystal 0.5 meV below \(E_L\), wave 1 carries 0.538 of the incident flux and wave 2 carries none. At 0.5 meV above, the shares are 0.206 and 0.745. The wave that propagates inside the gap is what lowers \(R\) below one there.

## Adding the dead layer

Let \(F_s\) and \(B_s=n^*F_s\) be the fields at the inner face. In the layer \(F''=-\varepsilon_bF\), so

\[
F=F_s\cos n_b\zeta+\frac{iB_s}{n_b}\sin n_b\zeta .
\]

At the outer face \(n_b\zeta=-\varphi\), with \(\varphi=n_bEl/\hbar c\). There

\[
F=F_s\cos\varphi-\frac{i}{n_b}B_s\sin\varphi,\qquad
B=B_s\cos\varphi-in_bF_s\sin\varphi .
\]

On the vacuum side \(F=1+r\) and \(B=1-r\). Their sum is 2, which fixes \(F_s\), and \(r=(F-B)/(F+B)\) gives

\[
r=\frac{\cos\varphi(1-n^*)+i\sin\varphi(n_b-n^*/n_b)}
{\cos\varphi(1+n^*)-i\sin\varphi(n_b+n^*/n_b)}. \tag{5}
\]

The layer absorbs nothing, so the flux at both faces is \(\mathrm{Re}(n^*)|F_s|^2\):

\[
1-R=\frac{4\,\mathrm{Re}\,n^*}{Q},\qquad
Q=\left|\cos\varphi(1+n^*)-i\sin\varphi\left(n_b+\frac{n^*}{n_b}\right)\right|^2. \tag{6}
\]

Equation (6) also holds with damping in the crystal. For \(\varphi=0\), (5) returns the bare result.

As a test of (4) and (5), equations (1) were solved directly on a grid with \(p=0\) at the face. The damping was 0.5 meV, and five energies from 1 meV below to 2.4 meV above \(E_T\) were taken, with \(l=0\) and 15 nm. The largest difference in complex \(r\) was \(4.8\times10^{-5}\), in absolute terms.

## The cusp at the longitudinal energy

Keep \(\Gamma=0\) and approach \(E_L\). From (3),

\[
n_2^2\simeq g(E-E_L),\qquad g=\frac{2\varepsilon_bE_L}{\beta n_1^2}.
\]

Thus \(n_2\) is a square root: real above \(E_L\), and \(i\kappa\) with \(\kappa=\sqrt{g(E_L-E)}\) below. The change of \(n_1\) is linear in \(E-E_L\) and is negligible beside it. Differentiating (4) at \(n_2=0\),

\[
n^*\simeq n_0+s\,n_2,\qquad s=\frac{n_1\cdot n_1-\varepsilon_b}{n_1^2}=1-\frac{\varepsilon_b}{n_1^2}>0 .
\]

Write \(n^*=x+iy\). Then

\[
Q=\left[\cos\varphi(1+x)+\frac{y\sin\varphi}{n_b}\right]^2
+\left[y\cos\varphi-\sin\varphi\left(n_b+\frac{x}{n_b}\right)\right]^2 .
\]

**Below \(E_L\)**, \(x=n_0\) to this order and \(y=s\kappa\). At \(y=0\) the terms in \(x\) cancel in the derivative:

\[
\frac{\partial Q}{\partial y}=\sin2\varphi\left(\frac{1+x}{n_b}-n_b-\frac{x}{n_b}\right)
=-\frac{\varepsilon_b-1}{n_b}\sin2\varphi .
\]

Since \(R=1-4x/Q\), \(\Delta R=(4n_0/Q_0^2)\,\Delta Q\), where \(Q_0\) is \(Q\) at \(E_L\):

\[
\Delta R_{\rm below}=-\frac{4n_0(\varepsilon_b-1)\sin2\varphi}{n_bQ_0^2}\,s\kappa. \tag{7}
\]

**Above \(E_L\)**, \(y=0\) and \(x\) grows by \(sn_2\). The derivative of \(4x/Q\) is \(4(Q-x\,\partial_xQ)/Q^2\). In it, \((1+x)^2-2x(1+x)=1-x^2\), and the second square gives \(\varepsilon_b-x^2/\varepsilon_b\) in the same way. Therefore

\[
\Delta R_{\rm above}=-\frac{4}{Q_0^2}
\left[\cos^2\varphi(1-n_0^2)+\sin^2\varphi\left(\varepsilon_b-\frac{n_0^2}{\varepsilon_b}\right)\right]s\,n_2. \tag{8}
\]

If \(\sin2\varphi\) and the bracket are both positive, \(R\) falls on both sides with infinite slope, and \(E_L\) carries a cusp maximum. This is the spike. If either is negative, \(E_L\) is not a maximum. A vanishing coefficient must be settled at the next order.

For \(n_0<1\) the bracket is positive, and the condition reduces to \(\sin2\varphi>0\). Its first range is \(0<\varphi<\pi/2\), a layer thinner than a quarter wavelength in the medium. In the example \(\varphi=0.549\), so this range ends at \(15\,\mathrm{nm}\times1.571/0.549\approx43\) nm.

Three cases show the roles of the two terms:

- For \(l=0\), (7) vanishes. The square-root fall is one-sided, with coefficient \(-1.28\) per \(\sqrt{\mathrm{meV}}\) above \(E_L\).
- For \(l=15\) nm the coefficients are \(-0.493\) below and \(-1.31\) above, and the spike exists.
- For \(l=60\) nm, \(\varphi=2.19\) and \(\sin2\varphi<0\). \(R\) rises on going below \(E_L\), so there is no cusp maximum at \(E_L\). Without damping, a smooth maximum lies about 0.3 meV lower, inside the gap.

Numerical one-sided slopes of (5) agree with (7) and (8) in these cases, within 2% of the larger slope.

Physically, the evanescent wave below \(E_L\) adds an imaginary part to \(n^*\), which to first order turns the phase of the inner reflection. Without a layer this leaves \(R\) unchanged at that order. With a layer, interference with the outer reflection converts the phase into a change of \(R\).

## The dip below the spike

A large but finite mass gives the position of the lower dip. Still with \(\Gamma=0\), label energies in the gap by an angle \(u\):

\[
E^2=E_T^2+D\cos^2u,\qquad E_L^2-E^2=D\sin^2u .
\]

To leading order \(n_1=\sqrt{D/\beta}\cos u\), and \(n_2=i\kappa\) with \(\kappa=n_b\tan u\). Equation (4) then gives \(\mathrm{Im}\,n^*\simeq\kappa\) and

\[
\mathrm{Re}\,n^*\simeq\frac{\varepsilon_b+\kappa^2}{n_1}
=\frac{\varepsilon_b}{\cos^3u}\sqrt{\frac{\beta}{D}} .
\]

In \(Q\) the small real part is dropped. The first bracket becomes \(\cos\varphi+\sin\varphi\tan u=\cos(u-\varphi)/\cos u\), and the second \(n_b\sin(u-\varphi)/\cos u\). Hence

\[
1-R\simeq\frac{4\varepsilon_b\sqrt{\beta/D}}
{\cos u\,[\cos^2(u-\varphi)+\varepsilon_b\sin^2(u-\varphi)]}. \tag{9}
\]

The square bracket is smallest at \(u=\varphi\), which gives the phase-matching estimate

\[
E^2=E_L^2\cos^2\varphi+E_T^2\sin^2\varphi .
\]

It lies about \((E_L-E_T)\sin^2\varphi=0.54\) meV below \(E_L\). The factor \(\cos u\) moves the true minimum. Let \(a=u-\varphi\). Setting the logarithmic derivative of the denominator to zero, for small \(a\), gives \(\tan\varphi+a/\cos^2\varphi=2(\varepsilon_b-1)a\), so

\[
a\simeq\frac{\tan\varphi}{2(\varepsilon_b-1)-1/\cos^2\varphi}=0.048 .
\]

A direct minimization of \(R\) with the mass raised by a factor \(10^6\) finds 0.049. The corrected angle 0.598 puts the dip at \(-2\,\mathrm{meV}\times\sin^2(0.598)=-0.63\) meV, and the undamped example with its true mass also has it at \(-0.63\) meV. This agreement concerns the position alone.

The depth in (9) does not carry over to the true mass. At the dip it would give \(1-R\approx2.3\), which is impossible, because \(\mathrm{Re}\,n^*\) is then no longer small. In the opposite limit \(1-R\propto M^{-1/2}\) vanishes, and the total reflection of the simple case returns.

## Damping rounds the spike

At \(E=E_L\) with damping, (3) gives \(n_2^2\simeq ig\Gamma/2\), so \(n_2=(1+i)\sqrt{g\Gamma}/2\). Its real and imaginary parts act through (8) and (7) together. Without damping the peak is \(R=0.532\). The first-order loss is

\[
(0.493+1.305)\times\frac{\sqrt{0.05}}{2}=0.20,
\]

which predicts \(R=0.33\) at \(E_L\). The full formula gives 0.35.

| \(E-E_L\) (meV) | \(R\), \(l=0\) | \(R\), \(l=15\) nm |
|---|---|---|
| −1.0 | 0.547 | 0.128 |
| −0.6 | 0.471 | 0.068 |
| −0.3 | 0.347 | 0.143 |
| 0.0 | 0.049 | 0.350 |
| +0.3 | 0.025 | 0.218 |
| +1.0 | 0.091 | 0.195 |

The damped spike lies 0.01 meV below \(E_L\). Its height above the higher of its two neighbouring minima is 0.16. At fixed \(l=15\) nm this height falls to 0.10 for \(\Gamma=0.1\) meV and 0.03 for 0.2 meV. At 0.4 meV no maximum remains within 0.35 meV of \(E_L\).

The local model with the same layer and \(\Gamma=0.05\) meV has no such maximum either. For these settings the spike needs the finite mass. This is not so for every thickness: at 20 nm the damped local model has a weak, smooth maximum of height 0.03, about 0.2 meV below \(E_L\). The dependence on mass is not monotonic, since doubling \(M\) raises the height to 0.24.

## Beside a real crystal

The parameters are round values in the rough regime of the A exciton of cold CdS. With rough carrier masses 0.2 and 0.7 and static constant 9, a hydrogenic estimate gives a binding energy of 26 meV and a radius of 3.1 nm. The layer is thus about five radii thick, which is large for a zone set by the exciton's size alone; a surface electric field could widen it. The binding energy divided by charge and radius corresponds to about 85 kV/cm, but ionization sets in well below that: at one eighth of it, about 11 kV/cm, the field already lowers the barrier to the unperturbed exciton level. With 8 nm and the same damping, the spike height is only 0.04. A damping of 0.05 meV presumes a very good cold crystal. At 300 K, \(kT\) is 26 meV, comparable with the binding, and the small damping assumed here is no longer justified.

Real surfaces break the assumption of a sharp, uniform layer. The sensitivity is large: 12 nm gives a height of 0.10 and 20 nm gives about 0.26, at fixed damping. If the exciton mass is anisotropic, \(M\) must be the value for motion along the surface normal, taken here as a principal axis; the doubling quoted above shows the effect of a factor of two in it. An equally strong resonance 15 meV higher would change \(\varepsilon_b\) by 0.16 across the gap, about 2%, which hardly affects the spike. It would also add about 1.2 to the background of the crystal but not to that of an exciton-free layer, whereas the model takes the two as equal. With the layer constant lowered by this amount, the spike height falls from 0.16 to 0.12. The point-particle picture is less secure: for wave 1 at \(E_L\), wave number times exciton radius is 0.67, and the effect of this on \(R\) is not calculated here. The remaining values are in the numerical output.

## Numbers as computed

```
E_T 2.5500 eV, E_L 2.5520 eV, eps_b 8.0
mass 0.9 m_e, damping 0.050 meV, layer 15.0 nm
beta at E_L 3.6111e-05 eV^2, D 0.010204 eV^2
no damping, at E_L: n1 17.046, n0 0.4693
layer phase phi at E_L 0.5487 rad
no damping, E_L-0.5 meV: n1 14.918+0.000j, n2 0.000+1.594j
no damping, E_L+0.5 meV: n1 18.962+0.000j, n2 1.254+0.000j
no layer/damping, E_L-0.5 meV: flux into wave 1 0.5380, wave 2 0.0000
no layer/damping, E_L+0.5 meV: flux into wave 1 0.2059, wave 2 0.7447
no layer/damping, E_L+1.0 meV: flux into wave 1 0.1272, wave 2 0.7819
largest |r(grid)-r(formula)| 4.8e-05
cusp slopes, 0 nm: below -0.0000, above -1.2838 per sqrt(meV)
cusp slopes, 15 nm: below -0.4931, above -1.3054 per sqrt(meV)
E-E_L (meV), R without layer, R with layer (damped)
-1.5  0.5657  0.2479
-1.0  0.5466  0.1282
-0.6  0.4706  0.0678
-0.3  0.3466  0.1426
+0.0  0.0491  0.3496
+0.1  0.0013  0.2674
+0.3  0.0251  0.2175
+0.6  0.0598  0.1993
+1.0  0.0909  0.1946
damped lower dip: E-E_L -0.616 meV, R 0.0676
damped spike: E-E_L -0.010 meV, R 0.3528
damped upper dip: E-E_L +1.118 meV, R 0.1944
damped spike height above higher dip 0.1584
no damping lower dip: E-E_L -0.628 meV, R 0.0832
no damping spike: E-E_L +0.000 meV, R 0.5319
no damping upper dip: E-E_L +1.232 meV, R 0.1961
no damping spike height above higher dip 0.3359
phase-matching estimate of lower dip -0.544 meV
heavy-mass dip shift in u: found 0.0494, law 0.0484 rad
spike height in damped local model 0.0000
spike height, layer 0 nm: 0.0000
spike height, layer 5 nm: 0.0000
spike height, layer 8 nm: 0.0427
spike height, layer 12 nm: 0.0996
spike height, layer 20 nm: 0.2636
spike height, damping 0.1 meV: 0.0950
spike height, damping 0.2 meV: 0.0273
spike height, damping 0.4 meV: 0.0000
spike height, mass doubled: 0.2362
rough inputs: m_e* 0.2, m_h* 0.7, static eps 9.0
exciton binding 26.1 meV, radius 3.06 nm
wave 1 at E_L: k*radius 0.67, kinetic 2.06 meV
field scale for exciton ionization 85 kV/cm
equal resonance 15 meV higher: eps_b drift across gap 0.164
kT at 5 K: 0.43 meV
kT at 300 K: 25.85 meV
```
